# Direct diffuse flux at the bottom centre of a cylindrical hole

A hole 100 nm wide and 1000 nm deep is open to ammonia at 1 Torr and 600 K. Each square nanometre of open surface is struck by $3.475\times10^6$ molecules per second. At the centre of the hole bottom, $8.67\times10^3$ arrive per square nanometre per second without having touched the wall: one in 401. Yet the mouth, seen from that point, fills only one part in 801 of the hemisphere of directions. Both the number 401 and the factor of two between it and 801 follow from the geometry of the hole and the angular distribution of a gas flux.

## Assumptions and theorem

The hole is a straight circular cylinder of radius $R$, diameter $d=2R$ and depth $L$, with a flat bottom. Its aspect ratio is depth over diameter, $a=L/d$, so that $L/R=2a$. I assume:

1. The gas above the mouth is steady and uniform, and its molecular velocities are isotropic.
2. Molecules do not collide with one another inside the hole, and no force bends their paths.
3. Molecules are points.

"Direct" flux counts molecules that come from the gas and touch no surface before reaching the point considered. "Unobstructed" flux, $J_0$, is the arrival rate per unit area on an open flat surface facing the same gas.

**Theorem.** Under assumptions 1 to 3, the direct flux at the centre of the bottom is $fJ_0$, with

$$f=\frac{R^2}{R^2+L^2}=\frac{1}{1+4a^2}.$$

The speed distribution, temperature and molecular mass affect $J_0$ but not $f$.

## Two lemmas and the proof

**Lemma 1 (cosine law).** On an open surface, the flux arriving within solid angle $d\Omega$ at angle $\theta$ from the normal is $dJ=J_0\cos\theta\,d\Omega/\pi$.

*Proof.* Let $n$ be the number density and $F(v)$ the isotropic velocity density, normalized by $4\pi\int_0^\infty F v^2dv=1$. Molecules of speed $v$ and direction $\theta$ that strike area $dA$ during $dt$ fill a slanted column of volume $v\cos\theta\,dt\,dA$. Their density is $nFv^2dv\,d\Omega$. Hence

$$\frac{dJ}{d\Omega}=n\cos\theta\int_0^\infty v^3F\,dv=\frac{n\langle v\rangle}{4\pi}\cos\theta,$$

because the mean speed is $\langle v\rangle=4\pi\int_0^\infty v^3F\,dv$. Over the hemisphere,

$$\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi,$$

so $J_0=n\langle v\rangle/4$. Dividing the two results proves the lemma. $\square$

For a Maxwell gas, put $\alpha=m/(2kT)$, so that $F=(\alpha/\pi)^{3/2}e^{-\alpha v^2}$. Since $\int_0^\infty v^3e^{-\alpha v^2}dv=1/(2\alpha^2)$, the mean speed is $2/\sqrt{\pi\alpha}=\sqrt{8kT/(\pi m)}$. With $n=p/(kT)$,

$$J_0=\frac{p}{4kT}\sqrt{\frac{8kT}{\pi m}}=\frac{p}{\sqrt{2\pi mkT}}.$$

**Lemma 2 (visible cone).** The bottom centre receives direct molecules from the directions $\theta<\theta_m$, where $\tan\theta_m=R/L=1/(2a)$, and from no others.

*Proof.* Follow an arriving molecule backwards. At height $z$ above the bottom its distance from the axis is $z\tan\theta$, which grows with $z$. The path reaches the mouth without meeting the wall if $L\tan\theta<R$; otherwise it meets the wall first. $\square$

*Proof of the theorem.* In free flight a molecule keeps its velocity, and the density of molecules in position and velocity is constant along its path. Inside the visible cone the velocity density at the bottom is therefore that of the gas above. Outside the cone there are no direct molecules. Lemma 1 then needs to be integrated over the cone alone:

$$f=\frac1\pi\int_0^{2\pi}d\phi\int_0^{\theta_m}\cos\theta\sin\theta\,d\theta
=2\cdot\frac{\sin^2\theta_m}{2}=\sin^2\theta_m.$$

From $\tan\theta_m=R/L$ follows $\sin^2\theta_m=R^2/(R^2+L^2)$. Dividing numerator and denominator by $R^2$ and using $L/R=2a$ gives the theorem. $\square$

**Remark 1 (the factor of two).** The cone's share of the hemisphere is $(2\pi)^{-1}\cdot2\pi(1-\cos\theta_m)=1-\cos\theta_m$. Since $\sin^2\theta_m=(1-\cos\theta_m)(1+\cos\theta_m)$, the flux share exceeds it by the factor $1+\cos\theta_m$, which tends to 2 for a deep hole. Molecules near the normal carry more flux because their columns are not shortened by $\cos\theta$. In the example $\theta_m=2.86^\circ$; the solid-angle share is 0.001248 and the flux share is 0.002494.

**Remark 2 (limits).** A hole of zero depth gives $f=1$. At $a=1/2$, where depth equals radius, $f=1/2$. For $a\gg1$, $f\approx1/(4a^2)$, an overestimate by the relative amount $1/(4a^2)$. Doubling the aspect ratio from 10 to 20 lowers $f$ from 0.002494 to 0.000625, almost a factor of four. If aspect ratio were defined as depth over radius, the formula would read $1/(1+a^2)$.

## Where isotropy enters

Consider a gas with a Maxwell distribution of normal velocity at temperature $T$ and of lateral velocity at temperature $\tau T$. A molecule entering with normal speed $v_z$ takes a time $L/v_z$ to descend. The centre receives it directly, from some point of the mouth, if its lateral speed is less than $v_zR/L$.

Let $q=mv_z^2/(2kT)$. The normal flux is weighted by $v_ze^{-q}dv_z$, which is proportional to $e^{-q}dq$. The two-dimensional lateral distribution gives a probability $1-e^{-mw^2/(2k\tau T)}$ for a lateral speed below $w$. Setting $w=v_zR/L$ makes the exponent $-gq$, with $g=R^2/(\tau L^2)=1/(4a^2\tau)$. Thus

$$f_\tau=\int_0^\infty e^{-q}(1-e^{-gq})\,dq
=1-\frac1{1+g}=\frac{g}{1+g}=\frac1{1+4a^2\tau}.$$

For $\tau=1$ this is a second proof of the theorem for a Maxwell gas. For $\tau\ne1$ the theorem fails: a laterally hotter gas sends less flux to the centre. Numerical integration over velocities at $a=1$ gives 0.2000 for a Maxwell gas and also for an isotropic gas with velocity density proportional to $e^{-(v/v_0)^4}$, where $v_0$ is a fixed speed. With $\tau=2$ it gives 0.1111. Ions accelerated towards a surface in plasma etching are not isotropic, and the theorem does not describe them.

## Away from the centre

**Proposition 1.** At distance $r$ from the centre of the bottom, the direct fraction is

$$f(r)=\frac12\left[1-\frac{L^2+r^2-R^2}{\sqrt{(L^2+r^2+R^2)^2-4r^2R^2}}\right].$$

Its average over the bottom is

$$\bar f=\frac12\left[X-\sqrt{X^2-4}\right],\qquad X=2+4a^2.$$

*Proof.* The cylinder is convex, so each bottom point sees the whole mouth. A mouth element $dA$ at distance $D$ subtends $d\Omega=\cos\theta\,dA/D^2$, and $\cos\theta=L/D$ at both ends because the two planes are parallel. Lemma 1 gives the contribution $L^2dA/(\pi D^4)$. For a mouth element with polar coordinates $(\rho,\phi)$,

$$D^2=A-B\cos\phi,\quad A=L^2+r^2+\rho^2,\quad B=2r\rho.$$

The substitution $t=\tan(\phi/2)$ gives

$$\int_0^{2\pi}\frac{d\phi}{A-B\cos\phi}
=\int_{-\infty}^{\infty}\frac{2\,dt}{(A-B)+(A+B)t^2}
=\frac{2\pi}{\sqrt{A^2-B^2}}.$$

Differentiating with respect to $A$ and changing sign,

$$\int_0^{2\pi}\frac{d\phi}{(A-B\cos\phi)^2}=\frac{2\pi A}{(A^2-B^2)^{3/2}}.$$

Now set $w=\rho^2$, so $\rho\,d\rho=dw/2$, and $c=L^2+r^2$. Then

$$f(r)=L^2\int_0^{R^2}\frac{w+c}{S^{3/2}}dw,\qquad S=(w+c)^2-4r^2w.$$

To find the antiderivative, use $S'/2=w+c-2r^2$:

$$\frac{d}{dw}\frac{w-c}{\sqrt S}
=\frac{S-(w-c)(w+c-2r^2)}{S^{3/2}}.$$

The numerator is

$$2cw-2r^2w+2c^2-2r^2c=2(c-r^2)(w+c)=2L^2(w+c).$$

Therefore $f(r)=\tfrac12[(w-c)/\sqrt S]_0^{R^2}$. The lower limit contributes $-(-c/c)=1$, and the upper limit gives the stated fraction.

For the average, write $u=r^2$ and

$$Q(u)=(L^2+u+R^2)^2-4uR^2.$$

Since $Q'(u)/2=L^2+u-R^2$, the local fraction is

$$f=\frac12\left[1-\frac{Q'}{2\sqrt Q}\right]=\frac12\frac{d}{du}\left(u-\sqrt Q\right).$$

The area average is $R^{-2}\int_0^{R^2}f\,du$. With $\sqrt{Q(0)}=L^2+R^2$ and $Q(R^2)=(L^2+2R^2)^2-4R^4$,

$$\bar f=\frac1{2R^2}\left[L^2+2R^2-\sqrt{(L^2+2R^2)^2-4R^4}\right].$$

Dividing by $R^2$ inside the bracket gives the stated result. $\square$

At $r=0$ the local formula reduces to $\tfrac12[1-(L^2-R^2)/(L^2+R^2)]=R^2/(L^2+R^2)$, in agreement with the theorem. In the example the centre receives 0.002494, the edge 0.002481 and the bottom on average 0.002488. The edge is about 0.5% below the centre, so the direct flux is nearly uniform across this deep bottom.

## Molecules that return from the wall

The theorem does not give the total arrival rate unless every molecule stays where it first lands. Suppose that each collision with the wall or bottom leads to sticking with probability $s$, and otherwise to re-emission with the cosine law. Let $H(P)$ be the total arrival rate at surface point $P$, divided by $J_0$, and $D_0(P)$ its direct part.

A surface element $dA_Q$ re-emits $(1-s)H(Q)J_0dA_Q$ molecules per second. The fraction $\cos\theta_Q/\pi$ per solid angle goes towards $P$, where an element $dA_P$ subtends $\cos\theta_PdA_P/\ell^2$ at separation $\ell$. Thus, in steady flow,

$$H(P)=D_0(P)+(1-s)\int K(P,Q)H(Q)\,dA_Q,\quad
K=\frac{\cos\theta_P\cos\theta_Q}{\pi\ell^2}.$$

**Proposition 2.** For $s=1$ the total flux is the direct flux. For $s=0$ it equals $J_0$ everywhere in the hole. At fixed geometry, $H$ does not increase when $s$ increases.

*Proof.* The case $s=1$ is immediate. Looking out from $P$, every direction ends on the mouth or on a surface, so $D_0(P)+\int K\,dA_Q=1$ by the normalization in Lemma 1. Hence $H=1$ solves the equation for $s=0$. The solution is unique: every point sees part of the mouth, so $D_0$ has a positive minimum $D_{\min}$, and the difference $g$ of two solutions obeys $\max|g|\le(1-D_{\min})\max|g|$, which forces $g=0$. Repeated substitution expresses $H$ as a sum over the number of earlier surface collisions. Each term is non-negative and carries a power of $1-s$, so none grows with $s$. $\square$

For intermediate $s$, I divide the wall into 400 rings with uniform $H$ on each, and treat $H$ on the bottom as uniform when computing its re-emission. The exchange factors follow from Proposition 1. Let $\bar f(h)$ denote the average fraction with $L$ replaced by $h$. A disc sends the fraction $\bar f(h_1)-\bar f(h_2)$ to the wall between distances $h_1<h_2$. Because $K$ is symmetric, the fraction sent back from that ring to the disc is this number times the disc area over the ring area. Differences between the discs at the two ends of a second ring give ring-to-ring exchange, and what leaves a ring through neither end returns to itself. The centre receives from each ring the weight $R^2/(R^2+h_1^2)-R^2/(R^2+h_2^2)$.

As a test at $a=2$, $s=0.2$, this balance gives 0.252 at the centre. A simulation following 600,000 molecules through their wall collisions also gives 0.252, measured over a central disc of radius $0.3R$. For the hole of the example, with the same $s$ on wall and bottom:

| $s$ | total fraction at centre | total/direct |
|---|---|---|
| 1 | 0.0025 | 1 |
| 0.1 | 0.0125 | 5.0 |
| 0.01 | 0.287 | 115 |
| 0.001 | 0.836 | 335 |

The last column tends to 401 as $s\to0$, because the total then tends to $J_0$.

## The ammonia example

The incident flux follows from $p=1$ Torr $=133.3$ Pa, $m=17.031$ u $=2.828\times10^{-26}$ kg and $kT=8.284\times10^{-21}$ J:

$$J_0=\frac{133.3}{\sqrt{2\pi(2.828\times10^{-26})(8.284\times10^{-21})}}
=3.475\times10^{24}\ \mathrm{m^{-2}s^{-1}},$$

or $3.475\times10^6\ \mathrm{nm^{-2}s^{-1}}$. With $a=1000/100=10$, $f=1/401$, and the direct flux is $3.475\times10^6/401=8.67\times10^3\ \mathrm{nm^{-2}s^{-1}}$.

Take a round density of $N=5$ reactive sites per nm$^2$, one molecule per site, and a rough initial sticking probability $s=0.01$. The time in which the initial reaction rate would fill all sites, if it were maintained, is $N/(sJ)$. On the open surface it is

$$\frac{5}{0.01\times3.475\times10^6}\ \mathrm{s}=0.144\ \mathrm{ms}.$$

Direct arrivals alone would require $401\times0.144=57.7$ ms at the bottom centre. All arrivals together give $0.144/0.287=0.50$ ms. These times describe the start of a dose, not complete saturation. As sites fill, $s$ falls, at different rates in different places. The series in Proposition 2 still holds if each collision contributes its local factor $1-s$, so more molecules reach the bottom; but fewer free sites remain there.

**Comparison with a real process.** The temperature, pressure and hole size lie roughly in the regime of thermal titanium nitride deposition with ammonia. The sticking probability is uncertain, since it depends on the surface and its coverage. The value $s=0.01$ is illustrative, not measured. Ammonia doses in such processes commonly last of the order of a second, far longer than the times above, and the effective $s$ may be orders of magnitude smaller. The total at the bottom is then close to $J_0$ (about $0.98J_0$ at $s=10^{-4}$), and the times above do not describe the process. At $s=0.01$, re-emission matters most among the effects that the direct formula leaves out: the total is 115 times the direct flux. Within this model the direct formula is a lower bound on the total supply for every $s$. In a deep hole such as this one it approaches the total only as $s$ approaches 1; in a very shallow hole the two are close for any $s$, and at $a=0$ they are equal. At $s=0.1$ the total in this hole is already five times the direct flux.

Four other neglected effects, estimated here for the direct flux, are much smaller; the largest of them is film growth:

- **Gas collisions.** With a rough molecular diameter $\delta=0.4$ nm, the mean free path $\lambda=kT/(\sqrt2\pi\delta^2p)$ is 87 µm. The estimate $1-e^{-L/(\lambda\cos\theta_m)}$ gives a 1.1% loss of direct flux. This uses the outside gas density throughout and is an upper estimate, because sticking thins the gas inside the hole. Re-emitted molecules travel much further: at $s=0.01$ those reaching the bottom centre cover about 9 µm inside the hole, a tenth of $\lambda$, so assumption 2 is less accurate for the total than for the direct flux. A carrier gas would add collisions.
- **Molecular size.** The molecular centre moves in a hole of diameter $d-\delta$ and depth $L-\delta/2$. This lowers $f$ by 0.8%.
- **Gas flow.** A lateral drift of 10 m/s, against a most probable speed of 765 m/s, lowers $f$ by 0.017%. The narrow cone selects lateral velocities near zero, whose density falls by the factor $e^{-(10/765)^2}$.
- **Film growth.** A uniform 5 nm film narrows the hole to 90 nm. It raises bottom and top equally, so the depth stays 1000 nm. The fraction falls by 19%, close to the deep-hole estimate $1-0.9^2$.

The numerical output below lists these values with the inputs and further aspect ratios.

## Calculated quantities

```
TESTS
aspect ratio of direct tests: 1.0
formula, centre fraction: 0.200000
velocity integral, Maxwell gas: 0.200000
velocity integral, non-Maxwell gas: 0.200000
same, lateral T twice normal T: 0.111111
mouth-area integral: 0.200000
particle flights, r < 0.15 R: 0.2008
wall test: aspect 2.0, sticking 0.2
centre total, rings / particles: 0.2520 / 0.2518
mean total, rings / particles: 0.2412 / 0.2405
DIRECT FRACTION AT CENTRE
aspect  0.0: 1.000000
aspect  0.5: 0.500000
aspect  1.0: 0.200000
aspect  2.0: 0.058824
aspect  5.0: 0.009901
aspect 10.0: 0.002494
aspect 20.0: 0.000625
aspect 50.0: 0.000100
EXAMPLE: NH3
diameter, depth: 100, 1000 nm
pressure: 1.0 Torr
temperature: 600 K
molar mass: 17.031 g/mol
aspect ratio: 10.0
acceptance half-angle: 2.862 degrees
direct fraction, centre: 0.002494
share of hemisphere solid angle: 0.001248
direct fraction, bottom edge: 0.002481
direct fraction, bottom mean: 0.002488
open-surface flux: 3.4750e+06 per nm2 per s
direct centre flux: 8.6658e+03 per nm2 per s
site density, chosen: 5.0 per nm2
sticking, rough: 0.010
time constant, open surface: 0.1439 ms
time constant, direct only: 57.70 ms
time constant, all arrivals: 0.5013 ms
NEGLECTED EFFECTS
sticking 1.000: total fraction 0.00249, total/direct 1.00
sticking 0.100: total fraction 0.01245, total/direct 4.99
sticking 0.010: total fraction 0.28705, total/direct 115.11
sticking 0.001: total fraction 0.83589, total/direct 335.19
molecular diameter, rough: 0.4 nm
mean free path: 87.4 um
direct flux scattered in hole: 1.14 %
change by molecular size: -0.76 %
most probable speed: 765.4 m/s
lateral drift, chosen: 10.0 m/s
change by drift: -0.0170 %
film thickness, chosen: 5.0 nm
change by film: -18.96 %
```
